# Planar dipole correction for a periodic polar slab

Put a polar film in a periodic cell with some vacuum, solve Poisson's equation by Fourier transform, and the potential in the vacuum comes out tilted. No charge is there and no external field was asked for. For the film used below, in a 10 nm cell, the tilt is a field of 2.26 MV/cm. It changes when the vacuum is made thicker, and it carries the energy and the forces with it. There is no flat vacuum level from which to read a work function. The cause is periodicity: an isolated polar film has different potentials on its two sides, and a periodic potential cannot.

## Two charged sheets, by hand

Take a sheet of charge $-\sigma$ per area at the bottom and $+\sigma$ at the top, a distance $d$ apart. The $z$ axis points up, $E=-d\phi/dz$, and the charges are rigid: they do not respond to the field. The dipole per area is

$$m=\sigma d ,$$

positive when it points up. Let $\sigma=0.5$ µC/cm², which is $0.0312\,e/\mathrm{nm^2}$, and $d=4$ nm, so $m=0.1248\,e/\mathrm{nm}$.

**Isolated film.** With no applied field, $E=0$ below the film. Gauss's law gives $E=-\sigma/\varepsilon_0$ between the sheets and $E=0$ again above. Here $\sigma/\varepsilon_0=5.647$ MV/cm $=0.5647$ V/nm. The potential rises across the film by

$$\Delta\phi=-\left(-\frac{\sigma}{\varepsilon_0}\right)d=\frac{m}{\varepsilon_0}=0.5647\times4=2.259\ \mathrm{V}.$$

An electron has potential energy $-e\phi$, so its vacuum level is lower above the film by 2.259 eV.

**Periodic film.** Repeat the film with period $L=10$ nm. The sheets still fix the jumps of the field, but a uniform field $E_0$ may be added. Equal potentials at the two ends of the cell require zero total drop:

$$\left(-\frac{\sigma}{\varepsilon_0}+E_0\right)d+E_0(L-d)=0
\quad\Longrightarrow\quad
E_0=\frac{\sigma d}{\varepsilon_0L}=\frac{m}{\varepsilon_0L}.$$

This is $2.259\ \mathrm{V}/10\ \mathrm{nm}=2.259$ MV/cm in the vacuum. The field inside the film becomes $-5.647+2.259=-3.388$ MV/cm, so it is wrong too.

**Energy.** The field energy per area of the isolated film is $\tfrac12\varepsilon_0(\sigma/\varepsilon_0)^2d=\sigma^2d/(2\varepsilon_0)$. For the periodic film it is

$$W_{\rm per}=\frac{\varepsilon_0}{2}\left[d\left(E_0-\frac{\sigma}{\varepsilon_0}\right)^2+(L-d)E_0^2\right]
=\frac{\sigma^2d}{2\varepsilon_0}-\sigma dE_0+\frac{\varepsilon_0}{2}LE_0^2 .$$

Since $\sigma d=\varepsilon_0LE_0$, the last two terms combine to $-\tfrac12\varepsilon_0LE_0^2$, and

$$W_{\rm per}=\frac{\sigma^2d}{2\varepsilon_0}-\frac{m^2}{2\varepsilon_0L}.$$

The missing energy is $\tfrac12\times0.12483\times0.22588=0.01410$ eV/nm², or 14.10 meV/nm². Relative to the isolated energy the deficit is $d/L$, here 40 %. Reducing it to 1 % by vacuum alone would take a cell of $100\,d=400$ nm.

The repair is now visible: add a uniform field $-E_0$, let the potential jump somewhere in the vacuum, and add $m^2/(2\varepsilon_0L)$ to the energy.

## The general slab

Let $\rho(z)$ be the charge density averaged over the plane of the film. Choose a plane $z_c$ in the vacuum, where the density vanishes, and open the periodic cell there, so that it runs from $z_c$ to $z_c+L$. Assume that the cell is neutral, and define

$$m=\int_{z_c}^{z_c+L}z\,\rho(z)\,dz .$$

Neutrality makes $m$ independent of the origin of $z$.

For the isolated slab, $\varepsilon_0E(z)=Q(z)$, where $Q(z)$ is the charge per area below $z$. It vanishes at both ends of the opened cell. Integrating by parts, with $Q'=\rho$,

$$\int Q\,dz=\bigl[zQ\bigr]-\int z\rho\,dz=-m,
\qquad
\Delta\phi=-\frac1{\varepsilon_0}\int Q\,dz=\frac{m}{\varepsilon_0}.$$

The periodic and the isolated potentials obey the same equation $\phi''=-\rho/\varepsilon_0$ inside the opened cell. Their difference has zero second derivative and is therefore linear: $\phi_{\rm per}=\phi_{\rm iso}+c+bz$. Periodicity demands equal values at the two ends,

$$\frac{m}{\varepsilon_0}+bL=0\quad\Longrightarrow\quad b=-\frac{m}{\varepsilon_0L}.$$

As $\phi_{\rm iso}$ is flat in the vacuum, the vacuum field is $-b=+m/(\varepsilon_0L)$, as for the two sheets. To cancel the slope, add

$$\phi_{\rm dip}(z)=\frac{m}{\varepsilon_0}\left(\frac uL-\frac12\right),\qquad u=(z-z_c)\bmod L .$$

This sawtooth rises by $m/\varepsilon_0$ across the cell and drops back at the cut. The constant $-\tfrac12$ gives it zero average. In a code that works with electron potential energies, the term to add is $-e\,\phi_{\rm dip}$.

The energy follows from $\tfrac12\int\rho\phi\,dz$. The constant drops out by neutrality, and $\int u\rho\,dz=m$, so

$$\frac12\int\rho\,\phi_{\rm dip}\,dz=\frac{m}{2\varepsilon_0L}\int u\rho\,dz=\frac{m^2}{2\varepsilon_0L}.$$

The potential that belongs to this energy is its derivative with respect to the density. A small neutral change $\delta\rho$ gives

$$\delta\left(\frac{m^2}{2\varepsilon_0L}\right)=\frac{m\,\delta m}{\varepsilon_0L}=\int\frac{m\,u}{\varepsilon_0L}\,\delta\rho\,dz .$$

This is the full $\phi_{\rm dip}$, apart from a constant. The factor $\tfrac12$ therefore belongs in the energy and not in the potential, and forces computed with the full sawtooth agree with energy differences.

## The algorithm

On an even grid of spacing $h$, the Fourier components of the periodic potential are $\phi_k=\rho_k/(\varepsilon_0k^2)$ for $k\neq0$. Setting $\phi_0=0$ fixes the average potential. A uniform field has no periodic potential, so this solution has zero average field.

```python
def dipole_correct(z, rho, L, cut):
    h = L / len(z)
    k = 2*np.pi*np.fft.fftfreq(len(z), h)
    k2 = k**2
    k2[0] = 1.0
    phi_k = np.fft.fft(rho) / (eps0*k2)
    phi_k[0] = 0.0
    phi = np.fft.ifft(phi_k).real
    u = (z - cut) % L              # unwrap the slab
    m = h*np.sum(u*rho)            # dipole per area
    energy = 0.5*h*np.sum(rho*phi) + m**2/(2*eps0*L)
    return phi + m/eps0*(u/L - 0.5), energy
```

With lengths in nm, charge in $e$ and potential in V, `eps0` is $0.05526\ e/(\mathrm{V\,nm})$ and the energy is in eV/nm². The modulo operation matters when the slab straddles the cell boundary: it puts the two pieces together before the dipole is summed.

## Vacuum thickness

For a grid the sheets must have a width. Give them Gaussian profiles of standard deviation $w_b=0.04$ nm (bottom) and $w_t=0.06$ nm (top), on a grid of 0.01 nm. The dipole stays $\sigma d$, but the energy falls slightly. At one edge the sharp step in $Q^2$ is replaced by $\sigma^2F^2$, where $F$ is the cumulative normal distribution. $F^2$ is the distribution of the larger of two independent normal variables, whose mean is $w/\sqrt\pi$, so the edge loses an area $\sigma^2w/\sqrt\pi$. The isolated energy is then

$$W=\frac{\sigma^2}{2\varepsilon_0}\left(d-\frac{w_b+w_t}{\sqrt\pi}\right)=35.25-0.50=34.75\ \mathrm{meV/nm^2}.$$

Now vary the vacuum, $L-d$, with the charge, sheet distance, widths and grid spacing held fixed:

| Vacuum (nm) | Raw vacuum field (MV/cm) | Raw energy (meV/nm²) | Corrected energy (meV/nm²) |
|---:|---:|---:|---:|
| 1.5 | 4.107 | 9.115 | 34.749 |
| 6 | 2.259 | 20.651 | 34.749 |
| 24 | 0.807 | 29.714 | 34.749 |

The corrected vacuum field is zero to rounding error, and the corrected step is 2.2588 V in each cell. Constancy alone would not prove that the value is right. The independent reference is the open-boundary potential

$$\phi_{\rm iso}(z)=-\frac1{2\varepsilon_0}\int|z-z'|\rho(z')\,dz',$$

evaluated by numerical quadrature. It gives the same step, and at nine points through the 10 nm cell the two profiles agree to $4\times10^{-15}$ V, apart from a common constant. Even with 24 nm of vacuum, the uncorrected energy is still 14 % below the isolated one.

The force on the upper sheet shows what the error does to a relaxation. Differentiating the energies with respect to $d$ at fixed $L$ gives

$$F_{\rm iso}=-\frac{\sigma^2}{2\varepsilon_0},\qquad
F_{\rm per}=-\frac{\sigma^2}{2\varepsilon_0}\left(1-\frac{2d}{L}\right).$$

For $L=10$ nm the bracket is 0.2, and the attraction drops from 1.412 to 0.282 MPa. Integrating charge times field over the upper sheet gives the same two values as differencing the energies. For $L<2d$ the uncorrected force has the wrong sign: the sheets repel.

## Where the correction fails

**A cut through the film.** Suppose the cut lies between the sheets. Unwrapping then moves the lower sheet up by $L$, and the computed dipole is

$$m'=m-\sigma L=0.12483-0.31208=-0.18725\ e/\mathrm{nm}.$$

The vacuum field left after "correction" is $(m-m')/(\varepsilon_0L)=\sigma/\varepsilon_0=5.647$ MV/cm, larger than the original error. The space between the sheets becomes field-free instead: the routine has treated the film's interior as the vacuum. Since $\rho$ vanishes in both regions of this model, a search for empty density cannot tell them apart. The cut must be set from the positions of the atoms or from the electron density.

**A net charge.** If the cell holds a charge $q$ per area, dropping $k=0$ adds a uniform background $-q/L$. In the vacuum $\varepsilon_0\,dE/dz=-q/L$, so the field varies linearly and no sawtooth can remove it. An excess of 1 % of one sheet in the 10 nm cell gives a slope of $-0.0056$ MV/cm per nm.

**Lateral structure.** The sawtooth corrects the planar average. Suppose the upper sheet also carries a modulation $C\cos gx$. Outside the sheet its potential obeys $\phi''=g^2\phi$ in $z$, and the jump of slope at the sheet is $-C\cos(gx)/\varepsilon_0$. Hence

$$\phi=\frac{C\cos gx}{2\varepsilon_0g}\,e^{-g|z-z_0|}.$$

Let the lower sheet carry $-C\cos gx$. Its periodic image lies across the vacuum gap $s=L-d$. The average of $\cos^2gx$ is $\tfrac12$, so this pair contributes a spurious interaction per area of $-C^2e^{-gs}/(4\varepsilon_0g)$. All other pairs of sheets and images are smaller by a factor of order $e^{-gd}$ and are neglected here, which requires $gd\gg1$. Gaussian widths average the exponential over a normal spread of variance $w_b^2+w_t^2$, which multiplies it by $\exp[g^2(w_b^2+w_t^2)/2]$ while the sheets do not overlap:

$$\Delta W=-\frac{C^2}{4\varepsilon_0g}\,e^{-gs}\,e^{g^2(w_b^2+w_t^2)/2}.$$

Take a period $a=0.4$ nm, $g=2\pi/a$, and a strong modulation $C=e/a^2$. The formula gives $-1.327$ meV per $a\times a$ surface cell at $s=0.5$ nm and $-0.012$ meV at 0.8 nm. A two-dimensional Fourier solution, measured against a cell with 4 nm of vacuum, agrees to within 0.1 %. So the corrected result does depend on vacuum thickness, but exponentially weakly, with a decay length $1/g=0.064$ nm. Longer lateral periods, such as those of domains, have smaller $g$ and need more vacuum, in proportion to the period as long as $gd$ is large. When $gd$ is no longer large, the neglected pairs partly cancel the interaction and the formula overestimates it: for sharp sheets the sum over all images is the single-pair result times $(1-e^{-gd})^2/(1-e^{-gL})$, and the vacuum needed grows more slowly than the period.

## When the slab can polarize

So far the charges were rigid, and correcting once at the end was enough. In a polarizable slab the artificial field induces an additional dipole, and a late correction leaves that dipole in place.

Let the film have a linear dielectric profile $\varepsilon(z)$, equal to 1 in the vacuum, and let $Q(z)$ now count the frozen charge alone. The displacement is $D=D_0+Q$, with $D_0$ its vacuum value, and $E=D/(\varepsilon_0\varepsilon)$. The isolated film has $D_0=0$, so its total dipole is

$$m_{\rm open}=\varepsilon_0\Delta\phi=-\int\frac{Q}{\varepsilon}\,dz .$$

The uncorrected periodic film has zero average field instead:

$$D_0\int_0^L\frac{dz}{\varepsilon}+\int\frac Q\varepsilon\,dz=0
\quad\Longrightarrow\quad D_0(L-\alpha)=m_{\rm open},
\qquad \alpha=\int\left(1-\frac1\varepsilon\right)dz .$$

The vacuum field is $D_0/\varepsilon_0$. By the general result, applied to the total charge, it is also $m_{\rm per}/(\varepsilon_0L)$. Therefore $m_{\rm per}=LD_0$, and

$$m_{\rm per}=\frac{m_{\rm open}}{1-\alpha/L}.$$

The artificial field points along the dipole and enlarges it. With $\varepsilon=5.5$ inside the film and edges smoothed by a cumulative normal profile of width 0.05 nm centred on the sheets, $\alpha=3.350$ nm and the isolated step is 0.4205 V. These digits belong to that width; between sharp edges and a width of 0.2 nm, $\alpha$ runs from 3.27 to 3.58 nm and the step from 0.42 to 0.43 V. In the 10 nm cell a correction applied after convergence gives $0.4205/(1-0.3350)=0.632$ V, which is 50 % too large, although the vacuum looks perfectly flat. At $L=40$ nm the step is 0.459 V, still 9 % too large. A flat vacuum is thus no proof of a correct dipole.

The remedy is to recompute $m$ from the current total charge in every iteration and to include the sawtooth in the field that polarizes the film. Iterated this way, the model gives 0.4205 V for $L=10$, 20 and 40 nm.

The iteration needs damping. With the correction included, $E=(Q-p)/\varepsilon_0$, where $p$ is the induced polarization. The update $p\to p+\beta[\varepsilon_0(\varepsilon-1)E-p]$ multiplies an error in $p$ by $1-\beta\varepsilon$. It converges for $0<\beta<2/\varepsilon$, with the largest $\varepsilon$ in the film; for $\varepsilon=5.5$ the limit is 0.36, so the undamped choice $\beta=1$ diverges.

## Beside a real film

The example lies in the regime of barium titanate, with rough values of 26 µC/cm² for the polarization, 3.2 eV for the gap, and 5.5 and 60 for the electronic and static dielectric constants along the polar axis, the latter at fixed strain. The chosen 0.5 µC/cm² is the 2 % of surface charge assumed to remain uncompensated. A rigid film with no compensation would have a step of about 120 V across 4 nm, far beyond the gap, so it is not a physical insulating state.

A real film is not rigid, and its response changes the step greatly. Electronic screening lowers the step from 2.26 to 0.42 V. Linear lattice screening at fixed strain lowers it to about $2.26/60=0.04$ V; a film with free surfaces also relaxes its strain, which raises the constant to roughly 90 to 130 and lowers the step to 0.02 to 0.03 V. That lattice response changes the polarization by $\sigma(1-5.5/60)=0.45$ µC/cm², or 1.7 % of the full value, which makes a linear estimate reasonable. The rigid interior field of 5.6 MV/cm exceeds a rough breakdown strength of 3 MV/cm; the electronically screened field of 1.0 MV/cm does not. The field left after lattice screening, about 0.09 MV/cm, opposes the polarization and is far above the coercive field of bulk crystals, of order 1 kV/cm, so a real film may break into domains; a single domain is assumed here.

Even the rigid step leaves $3.2-2.26\approx0.9$ eV between the valence edge at one face and the conduction edge at the other, so tunnelling between the bands across the film is energetically closed in this model. This uses the measured gap; a semilocal density functional gives roughly 1.8 eV, which lies below the rigid step but above the screened ones. An estimate with free-electron mass, a two-dimensional density of states and the Fermi level midway in that gap gives about $10^5$ thermal carriers per cm² at 300 K, against $3\times10^{12}$ residual charges per cm². This estimate leaves out the confinement energy of the carriers in the interior field, which lowers their number much further. The rigid model thus serves to verify the correction; the step of a real film has to come from a calculation that includes its response. The full set of values is in the numerical output below.

## Values computed for the example and the checks

```
residual sheet charge = 0.50 uC/cm2
sheet distance = 4.0 nm; widths bottom, top = 0.04, 0.06 nm; grid step = 0.010 nm
isolated slab by quadrature: step = 2.258818 V, energy = 34.74895 meV/nm2
vacuum nm | raw vacuum field MV/cm | corrected field MV/cm | corrected step V | raw energy meV/nm2 | corrected energy meV/nm2
  1.5 | 4.10694 | 0e+00 | 2.258818 | 9.11543 | 34.74895
  2.0 | 3.76470 | 2e-14 | 2.258818 | 11.25156 | 34.74895
  3.0 | 3.22688 | 0e+00 | 2.258818 | 14.60833 | 34.74895
  6.0 | 2.25882 | 1e-14 | 2.258818 | 20.65051 | 34.74895
 12.0 | 1.41176 | 1e-14 | 2.258818 | 25.93743 | 34.74895
 24.0 | 0.80672 | 0e+00 | 2.258818 | 29.71379 | 34.74895
spread over the series: step 1e-14 V, energy 1e-13 meV/nm2
main cell length = 10.0 nm; dipole per area = 0.124830 e/nm
energy correction = 14.09843 meV/nm2
interior field: raw -3.38823, corrected -5.64705 MV/cm
largest profile error against quadrature = 4e-15 V
slab centred at 1.2345 nm, wrapped: step = 2.258818 V
force per area on top sheet, raw = -0.28235 MPa
force per area on top sheet, corrected = -1.41176 MPa
cut inside the film: dipole = -0.187245 e/nm, left-over vacuum field = 5.64705 MV/cm
net charge of 1 % of one sheet: vacuum field slope = -0.005647 MV/cm per nm
corrugation image energy, vacuum 0.5 nm: FFT -1.32743, formula -1.32718 meV/cell
corrugation image energy, vacuum 0.8 nm: FFT -0.01192, formula -0.01192 meV/cell
same formula at 6 nm vacuum = -4e-38 meV/cell
polarizable slab, electronic constant 5.5: isolated step = 0.420497 V, alpha = 3.34952 nm
  L = 10 nm: step with correction in loop 0.420497 V, applied afterwards 0.632281 V
  L = 20 nm: step with correction in loop 0.420497 V, applied afterwards 0.505088 V
  L = 40 nm: step with correction in loop 0.420497 V, applied afterwards 0.458927 V
  shift of the step on halving the grid step = 2e-13 V
rough inputs: polarization 26 uC/cm2, gap 3.2 eV, static constant 60, lattice 0.4 nm
step if nothing compensated the polarization = 117.5 V
step with static lattice screening, sharp edges = 0.0376 V
polarization change by lattice response = 0.454 uC/cm2 (1.7 % of the full value)
interior field: rigid 5.65, electronically screened 1.03, rough breakdown 3 MV/cm
gap left between opposite faces, rigid step = 0.941 eV
thermal carriers at 300 K = 1.3e+05 cm-2, residual charge = 3.12e+12 cm-2
```
